\section*{Inferring the polarizability of BN from an amorphous film's permittivity}

\section{Problem}

An amorphous boron nitride film, about 3 nm thick, has density $\rho=2.1$ g/cm$^3$ and relative permittivity $k=1.78$, taken from its capacitance.

(a) Find the polarizability volume $\alpha$ per BN formula unit, and its sensitivity to errors in $k$ and $\rho$.

(b) How does the disorder of the film affect the inversion?

(c) May the result be used as the polarizability of a BN unit in dense, bonded boron nitride?

The algebra uses Gaussian-type atomic units, in which $\alpha$ is a volume; the SI polarizability is $4\pi\varepsilon_0\alpha$. The film is taken as homogeneous and isotropic, with a linear response. The macroscopic field $E$ is the spatial average of the microscopic field.

\section{A tempting solution}

With $M=24.817$ g/mol, the number of BN units per volume is
\begin{equation}
n=\frac{\rho N_A}{M}=0.05096\ \text{\AA}^{-3},
\end{equation}
or one unit per 19.62 \AA$^3$. Each unit acquires a dipole $p=\alpha E$, so the polarization is $P=n\alpha E$. Since $k=1+4\pi P/E$,
\begin{equation}
k-1=4\pi n\alpha,\qquad
\alpha=\frac{k-1}{4\pi n}=\frac{0.78}{4\pi(0.05096)}=1.218\ \text{\AA}^3 .
\label{eq:wrong}
\end{equation}
The film is made of BN, so this is taken to be the polarizability of BN, ready for use at any other density.

\section{Where it fails}

There are two faults. The first is the step $p=\alpha E$. A unit responds to the field produced by everything except itself, while $E$ is an average that includes the unit's own field. The second is the last sentence: an inversion returns a number for any pair $(k,\rho)$, whether or not the film satisfies the model. The first fault is cured by algebra, the second needs independent evidence.

\section{The local field and the inversion}

Draw a sphere around one unit, large compared with the spacing of the units but small compared with the distance over which $P$ varies. Matter outside it may be treated as a continuum. A uniformly polarized sphere produces the field $-4\pi P/3$ inside itself. Removing its continuous polarization from the medium therefore leaves
\begin{equation}
E-\left(-\frac{4\pi P}{3}\right)=E+\frac{4\pi P}{3}.
\end{equation}

The discrete dipoles inside the sphere must now be put back. For equal dipoles $p$ along $z$, their field at the centre has the $z$ component
\begin{equation}
p\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.
\end{equation}
On a cubic lattice the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ are equal, so this vanishes. The transverse components vanish by reflection. Thus $E_{\rm loc}=E+4\pi P/3$, and
\begin{equation}
P=n\alpha\left(E+\frac{4\pi P}{3}\right)
\quad\Rightarrow\quad
P\left(1-\frac{4\pi n\alpha}{3}\right)=n\alpha E .
\end{equation}
Let $x=4\pi n\alpha/3$. Multiplying by $4\pi/E$ and using $4\pi P/E=k-1$ gives
\begin{equation}
k-1=\frac{3x}{1-x},\qquad k=\frac{1+2x}{1-x}.
\label{eq:forward}
\end{equation}
To invert, write $(k-1)(1-x)=3x$. Then $k-1=x(k+2)$, and
\begin{equation}
\alpha=\frac{3}{4\pi n}\,\frac{k-1}{k+2}.
\label{eq:cm}
\end{equation}

For the film, $(k-1)/(k+2)=0.78/3.78=0.2064$, so
\begin{equation}
\alpha=\frac{3(19.62\ \text{\AA}^3)}{4\pi}(0.2064)
=0.967\ \text{\AA}^3=6.52\,a_0^3 .
\end{equation}
As a test, the coupled dipole equations were solved for a periodic cubic lattice of units with this polarizability. They return $k=1.780$.

Dividing \eqref{eq:wrong} by \eqref{eq:cm} gives $(k+2)/3=1.26$. The tempting value is therefore 26\% above the Clausius--Mossotti value. The factor tends to one as $k\to1$, where the units are too dilute or too weakly polarizable to affect one another. In the opposite limit, $k\to\infty$, equation \eqref{eq:cm} gives the finite value $\alpha=3/(4\pi n)$, at which $x=1$ and a uniform polarization could persist with $E=0$, whereas \eqref{eq:wrong} grows without limit.

\section{Sensitivity to the data}

Since $n\propto\rho$, the logarithm of \eqref{eq:cm} is $\ln(k-1)-\ln(k+2)-\ln\rho$ plus a constant. Its differential is
\begin{align}
\frac{d\alpha}{\alpha}
&=\left(\frac1{k-1}-\frac1{k+2}\right)dk-\frac{d\rho}{\rho}\nonumber\\
&=\frac{3\,dk}{(k-1)(k+2)}-\frac{d\rho}{\rho}.
\end{align}
The coefficient of $dk$ is 1.02 here, so an error of 0.1 in $k$ moves $\alpha$ by about 10\%. At fixed density, $k=1.68$ and $1.88$ give 0.87 and 1.06 \AA$^3$. At fixed $k$, densities of 2.0 and 2.2 g/cm$^3$ give 1.02 and 0.92 \AA$^3$. Two digits are as many as such data can support.

\section{What disorder does}

The cubic symmetry used above is absent in an amorphous film. Consider a large cubic cell of volume $V$, repeated periodically, containing point dipoles at arbitrary sites with positive isotropic polarizabilities $\alpha_i$. Their sum is $N\alpha$, where $N=nV$ is the number of BN units. The dipoles satisfy
\begin{equation}
\mathbf p_i=\alpha_i\Big(\mathbf E+\sum_j T_{ij}\mathbf p_j\Big),
\end{equation}
where $T_{ij}$ includes all periodic images but not the field of a dipole on itself.

The trace of $T_{ij}$ is the same for every pair. Let $G$ be the periodic potential of a unit charge with a neutralizing background, so that $\nabla^2G=-4\pi(\delta-1/V)$. The dipole field tensor is $\partial_a\partial_bG$, whose trace away from the source is $\nabla^2G=4\pi/V$. For $i=j$ one first subtracts $1/r$, which has zero Laplacian for $r\neq0$, and the smooth remainder again has trace $4\pi/V$.

Let $A$ be the diagonal matrix of the $\alpha_i$, and let $e_a$ have the unit vector along axis $a$ at every site. Solving for the dipoles and averaging over the three field directions gives
\begin{equation}
k-1=\frac{4\pi}{3V}\sum_a e_a^{T}(A^{-1}-T)^{-1}e_a .
\end{equation}
Set $B=A^{1/2}TA^{1/2}$ and $u_a=A^{1/2}e_a$. Since $A^{-1}-T=A^{-1/2}(1-B)A^{-1/2}$, each term equals $u_a^T(1-B)^{-1}u_a$. Let $B$ have eigenvalues $b_s$ and orthonormal eigenvectors $v_s$. Because $\sum_a u_a^Tu_a=3N\alpha$, the weights
\begin{equation}
w_s=\frac{1}{3N\alpha}\sum_a(v_s^Tu_a)^2
\end{equation}
add to one, and
\begin{equation}
k-1=4\pi n\alpha\sum_s\frac{w_s}{1-b_s}.
\label{eq:spectral}
\end{equation}
The mean eigenvalue follows from the trace:
\begin{align}
\sum_s w_sb_s
&=\frac{1}{3N\alpha}\sum_a e_a^TATAe_a
=\frac{1}{3N\alpha}\sum_{ij}\alpha_i\alpha_j\,{\rm tr}\,T_{ij}\nonumber\\
&=\frac{1}{3N\alpha}\,\frac{4\pi}{V}(N\alpha)^2
=\frac{4\pi n\alpha}{3}=x .
\end{align}
A stable array has every $b_s<1$, where $1/(1-b)$ is convex. The mean of a convex function is at least the function of the mean, so
\begin{equation}
k-1\ge\frac{4\pi n\alpha}{1-x}=\frac{3x}{1-x}.
\end{equation}
Here $k$ is the average over three field directions, which in an isotropic film equals the value along any one of them. Within this model, isotropic disorder cannot lower $k$ below its Clausius--Mossotti value at the same $n$ and $\alpha$. A layered arrangement can have a lower $k$ along the layer normal, although its average still obeys the bound.

If all $\alpha_i$ are scaled together, $b_s=\alpha c_s$ with fixed $c_s$. Each term $\alpha/(1-\alpha c_s)$ in \eqref{eq:spectral} has derivative $1/(1-\alpha c_s)^2>0$, so $k$ rises with $\alpha$. An isotropic disordered array therefore needs no more than 0.967 \AA$^3$ per unit to reach $k=1.78$: the inverted value is an upper bound in this model. The bound rests on point dipoles. Atoms 1.45 \AA\ apart overlap, and if their short-range coupling is damped accordingly the trace of $T_{ij}$ falls below $4\pi/V$ for near pairs and the proof fails. With Thole exponential damping (parameter 2.13), a random array of the kind described next gives $k\approx1.74$ at 0.967 \AA$^3$ and needs about 1.01 \AA$^3$ to reach 1.78. For a real film the sign of this few-percent correction is therefore not settled.

The size of the effect was computed for five random arrays of 128 B and N sites, at least 1.45 \AA\ apart. With $\alpha$ shared equally between B and N, the value that gives $k=1.78$ is 0.93 \AA$^3$. With one quarter on B it is 0.91 \AA$^3$. These are 4\% and 6\% below the Clausius--Mossotti value. The shifts depend on the least distance: single arrays give about 0.91 and 0.88 \AA$^3$ at 1.30 \AA, and 0.95 and 0.93 \AA$^3$ at 1.70 \AA. The arrays have no bonding network, so they indicate a magnitude and are not a structural model of the film.

\section{Is it the polarizability of bonded BN?}

An independent value comes from planar molecules with B--N bonds of 1.43 \AA. Restricted Hartree--Fock calculations in a finite field, with the 6-31+G* basis, give mean electronic polarizabilities of 3.138 \AA$^3$ for H$_2$BNH$_2$ and 7.650 \AA$^3$ for borazine, B$_3$N$_3$H$_6$. Assign $a$ to each BN unit and $h$ to each hydrogen:
\begin{equation}
a+4h=3.138,\qquad 3a+6h=7.650 .
\end{equation}
Subtracting $3/2$ times the first equation from the second gives $1.5a=2.943$. Hence $a=1.96$ \AA$^3$ and $h=0.29$ \AA$^3$. For the planar chain B$_2$N$_2$H$_6$, which was not used in the fit, $2a+6h=5.69$ \AA$^3$. The direct calculation gives 5.84 \AA$^3$, so the additive value is about 3\% low.

A deliberately low estimate of $a$ charges each hydrogen of borazine with the full free-atom value, 0.667 \AA$^3$:
\begin{equation}
a_{\rm low}=\frac{7.650-6(0.667)}{3}=1.22\ \text{\AA}^3 .
\end{equation}
The film's 0.97 \AA$^3$ is half of the additive value and 20\% below even the low one. The near equality of $a_{\rm low}$ and the faulty result \eqref{eq:wrong} is a coincidence of two unrelated calculations.

The comparison has limits. The calculations omit electron correlation, use a small basis and round bond lengths, and treat molecules instead of an amorphous network, for which point dipoles are themselves a rough picture. The small basis makes the molecular polarizabilities too low, and the digits above are not converged. With aug-cc-pVDZ the Hartree--Fock values rise to 3.72 \AA$^3$ for H$_2$BNH$_2$, 8.42 \AA$^3$ for borazine and 6.6 \AA$^3$ for the chain. Then $a=1.89$, $h=0.46$ and $a_{\rm low}=1.47$ \AA$^3$: $a$ falls by about 4\%, $a_{\rm low}$ rises by about 20\% and no longer matches \eqref{eq:wrong}, and the film's value stays at about half of $a$. The one-sided finite field also affects the last digit (3.134 \AA$^3$ at zero field for H$_2$BNH$_2$ in 6-31+G*). They also contain no ionic displacement. A capacitance measured well below the vibrational frequencies does contain it, and in a stable solid it adds to the static response. The electronic part of the film's apparent $\alpha$ would then be smaller still.

\section{What else could give $k=1.78$?}

Keep the density at 2.1 g/cm$^3$ and replace $\alpha$ by $a$ in \eqref{eq:forward}. The additive estimate gives $k=3.16$, and the low one $k=2.05$. Two changes of assumption would restore 1.78.

The first is a lower true density. Equation \eqref{eq:cm} fixes the product $n\alpha$ at given $k$, so the required density is
\begin{equation}
\rho'=\rho\,\frac{\alpha}{a}=2.1\times\frac{0.967}{1.96}\approx1.0\ \text{g/cm}^3,
\end{equation}
or 1.7 g/cm$^3$ with the low estimate.

The second is a vacuum-like layer of thickness $t$ in series with dense BN of permittivity $k_f$, within the total thickness $d$. The normal displacement is common to both layers and their voltages add, so
\begin{equation}
\frac dk=\frac{d-t}{k_f}+t
\quad\Rightarrow\quad
t=d\,\frac{1/k-1/k_f}{1-1/k_f}.
\end{equation}
With $d=3$ nm and the dense part held at 2.1 g/cm$^3$, $t=1.08$ nm for the additive estimate and 0.44 nm for the low one. With the aug-cc-pVDZ polarizabilities, the additive estimate gives $k=3.03$, $\rho'=1.07$ g/cm$^3$ and $t=1.04$ nm, and the low one gives $k=2.38$, $\rho'=1.4$ g/cm$^3$ and $t=0.73$ nm. The layer must itself have a permittivity below 1.78, because $1/k$ is a thickness-weighted mean of the inverse permittivities. An oxide interlayer with a permittivity near 4 cannot supply the reduction.

For scale, silica has $k$ of roughly 4. Crystalline hexagonal BN, with a density of about 2.28 g/cm$^3$, has roughly 3 to 4 across its layers. The film's 1.78, at a density only about 8\% below that of the crystal, is far below both. In a real film of a few nanometres, homogeneity cannot be taken for granted: voids or a gap at an electrode lower the measured $k$ if the solid part has the density of 2.1 g/cm$^3$. If that density already includes the voids, spherical voids in a solid that itself obeys \eqref{eq:cm} do not bring $k$ below the Clausius--Mossotti value at that density. An error in thickness also enters $k$ directly. The gap computed above lowers $k$ from 3.16 to 1.78, whereas isotropic disorder, in the point-dipole model, cannot lower $k$ below its Clausius--Mossotti value at the same density.

The answer to (c) is therefore no, on this evidence. The 0.97 \AA$^3$ restates the pair $(k,\rho)$ under the Clausius--Mossotti assumptions. The comparison does not show which assumption or datum is at fault; independent measurements of density, thickness and optical index on the same film would help to separate the possibilities. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film density: 2.10 g/cm^3
Film relative permittivity k: 1.78
Film thickness (rough typical value): 3.0 nm
Molar mass of BN: 24.817 g/mol
Number density of BN units: 0.05096 per A^3
Volume per BN unit: 19.624 A^3
(k-1)/(k+2): 0.20635
Clausius-Mossotti alpha per BN: 0.9667 A^3
Same alpha: 6.524 a0^3
alpha without local field: 1.2180 A^3
Local-field factor (k+2)/3: 1.2600
k of cubic dipole lattice (Ewald): 1.78000
d ln(alpha)/dk: 1.0175
alpha at k = 1.68: 0.8657 A^3
alpha at k = 1.88: 1.0625 A^3
alpha at density 2.0 g/cm^3: 1.0150 A^3
alpha at density 2.2 g/cm^3: 0.9228 A^3
Random arrays: 5 samples of 128 sites, least distance 1.45 A
B share 0.50: k at the CM alpha: 1.823, sample spread 0.003
B share 0.50: alpha giving the film k: 0.930 A^3, sample spread 0.002 A^3
B share 0.25: k at the CM alpha: 1.856, sample spread 0.012
B share 0.25: alpha giving the film k: 0.908 A^3, sample spread 0.007 A^3
Bond lengths BN, BH, NH: 1.43, 1.20, 1.01 A
RHF/6-31+G* alpha of H2BNH2: 3.138 A^3
RHF/6-31+G* alpha of borazine: 7.650 A^3
RHF/6-31+G* alpha of chain B2N2H6: 5.836 A^3
Additive prediction for the chain: 5.688 A^3
Additive BN part: 1.962 A^3
Additive H part: 0.294 A^3
Free H atom alpha: 0.667 A^3
Low estimate of BN part: 1.216 A^3
low estimate: k at the film density: 2.05
low estimate: density giving film k: 1.67 g/cm^3
low estimate: series vacuum layer: 0.44 nm
additive estimate: k at the film density: 3.16
additive estimate: density giving film k: 1.03 g/cm^3
additive estimate: series vacuum layer: 1.08 nm
\end{verbatim}
